# Dual set and operator matrices of the LAPW mixed product basis, part 1

(Sections cited here and not found follow in the second part.)

## Two interstitial plane waves

Take a crystal with cell volume $\Omega$, and around each atom $a$ at $\boldsymbol\tau_a$ a sphere of radius $R_a$, no two spheres overlapping. The step function $\Theta(\mathbf r)$ is 1 between the spheres (the interstitial) and 0 inside them. Hartree atomic units are used. All functions are Bloch functions with one fixed wave vector $\mathbf q$, so $f^*g$ is lattice periodic and the scalar product is taken over one cell, $\langle f|g\rangle=\int_\Omega f^*g\,d^3r$. The plane waves $e_{\mathbf G}=\Omega^{-1/2}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}$, with $\mathbf G$ a reciprocal lattice vector, are orthonormal. The interstitial plane waves (IPWs) $M_{\mathbf G}=\Theta\,e_{\mathbf G}$ are not, because the integral that would cancel between them lacks the spheres.

Keep two of them, $M_0$ with $\mathbf G=0$ and $M_1$ with $\mathbf G=\mathbf G_1$. With $\Theta_{\mathbf G}=\Omega^{-1}\int_\Omega\Theta\,e^{-i\mathbf G\cdot\mathbf r}d^3r$, and with $\Theta_{-\mathbf G}=\Theta_{\mathbf G}^*$ because $\Theta$ is real, the overlap matrix $O_{IJ}=\langle M_I|M_J\rangle$ and its inverse are
$$O=\begin{pmatrix}\Theta_0&\Theta_1^*\\ \Theta_1&\Theta_0\end{pmatrix},\qquad O^{-1}=\frac{1}{\Theta_0^2-|\Theta_1|^2}\begin{pmatrix}\Theta_0&-\Theta_1^*\\ -\Theta_1&\Theta_0\end{pmatrix},$$
where $\Theta_1=\Theta_{\mathbf G_1}$. For $f=c_0M_0+c_1M_1$ the product $\langle M_0|f\rangle=\Theta_0c_0+\Theta_1^*c_1$ is not $c_0$. The combination built from the first column of $O^{-1}$,
$$\tilde M_0=\frac{\Theta_0M_0-\Theta_1M_1}{\Theta_0^2-|\Theta_1|^2},$$
does extract it. The bra conjugates the coefficients, so the numerator of $\langle\tilde M_0|M_1\rangle$ is $\Theta_0\Theta_1^*-\Theta_1^*\Theta_0=0$, and that of $\langle\tilde M_0|M_0\rangle$ is $\Theta_0^2-\Theta_1^*\Theta_1$, which cancels the denominator. Hence $\langle\tilde M_0|f\rangle=c_0$, and $\tilde M_0$ is the dual of $M_0$.

For numbers, choose a model crystal with the diamond structure: $a=5.66$ Å $=10.69585$ bohr, $\Omega=a^3/4=305.9045$ bohr$^3$ $=45.3304$ Å$^3$, atoms at $0$ and $(a/4)(1,1,1)$, $R=2.25$ bohr $=1.19065$ Å (the bond is $4.63144$ bohr, so the spheres do not touch), and $\mathbf G_1=(2\pi/a)(1,1,1)$ with $2\pi/a=0.587441$ bohr$^{-1}$. Lemma 1 needs $4\pi R^3/\Omega=0.467920$, $x=|\mathbf G_1|R=2.28933$, $j_1(x)/x=0.188341$, and the phases $1+e^{-3\pi i/2}=1+i$:
$$\Theta_0=1-2\times\tfrac13\times0.467920=0.688053,\qquad \Theta_{111}=-0.467920\times0.188341\,(1+i)=-0.08813\,(1+i).$$
Then $|\Theta_{111}|=0.124633$, the determinant is $0.688053^2-0.124633^2=0.457884$, and the eigenvalues $\Theta_0\pm|\Theta_{111}|$ are $0.563421$ and $0.812686$. The inverse has $(O^{-1})_{00}=0.688053/0.457884=1.502680$, $(O^{-1})_{01}=0.19247\,(1-i)$ and $(O^{-1})_{10}=0.19247\,(1+i)$. The diagonal element is not $1/\Theta_0=1.453376$, the value it would have with $M_0$ alone: the dual of a function depends on which other functions are in the set.

## Assumptions and theorem

The mixed product basis expands products of two LAPW wave functions. It consists of finitely many muffin-tin functions, equal to $u_{aLP}(r)Y_{LM}(\hat{\mathbf r})$ in sphere $a$ (with $r$ measured from $\boldsymbol\tau_a$, and a factor $e^{i\mathbf q\cdot\mathbf T}$ in the sphere shifted by the lattice vector $\mathbf T$) and zero elsewhere, with $\int_0^{R_a}u_{aLP}u_{aLP'}r^2dr=\delta_{PP'}$, together with the $N$ IPWs with $|\mathbf q+\mathbf G|\le G_{\max}<\infty$. All are written $M_I$, and their span is $S$. Both the interstitial and the spheres have nonzero volume. Operators carry a hat, matrices do not.

**Theorem.**

(a) $O=\mathrm{diag}(1,\Theta_{\mathbf G-\mathbf G'})$, and the eigenvalues of the interstitial block lie strictly between 0 and 1.

(b) The functions $\tilde M_I=\sum_JM_J(O^{-1})_{JI}$ are the only functions in $S$ with $\langle\tilde M_I|M_J\rangle=\delta_{IJ}$.

(c) $\hat P=\sum_I|M_I\rangle\langle\tilde M_I|=\sum_I|\tilde M_I\rangle\langle M_I|=\sum_{IJ}|M_I\rangle(O^{-1})_{IJ}\langle M_J|$ is the orthogonal projector on $S$. It is not the identity.

(d) With $A_{IJ}=\langle M_I|\hat A|M_J\rangle$, the other three matrices are $\tilde A=\langle\tilde M|\hat A|\tilde M\rangle=O^{-1}AO^{-1}$, $\langle\tilde M|\hat A|M\rangle=O^{-1}A$ and $\langle M|\hat A|\tilde M\rangle=AO^{-1}$. The trace and the eigenvalues of $\hat P\hat A\hat P$ on $S$ are those of $O^{-1}A$.

(e) $\langle M|\hat A\hat P\hat B|M\rangle=AO^{-1}B$. This equals $\langle M|\hat A\hat B|M\rangle$ if $(1-\hat P)\hat B\hat P=0$ or $\hat P\hat A(1-\hat P)=0$.

The finite cutoff is essential: for $G_{\max}\to\infty$ no dual set exists (Lemma 3).

## The overlap matrix

**Lemma 1.** With $G=|\mathbf G|$,
$$\Theta_{\mathbf G}=\delta_{\mathbf G0}-\sum_a\frac{4\pi R_a^3}{\Omega}\,\frac{j_1(GR_a)}{GR_a}\,e^{-i\mathbf G\cdot\boldsymbol\tau_a},\qquad\langle M_{\mathbf G}|M_{\mathbf G'}\rangle=\Theta_{\mathbf G-\mathbf G'}.$$

*Proof.* The integral over the interstitial is the integral over the cell, $\Omega\,\delta_{\mathbf G0}$, minus the integrals over the spheres. In sphere $a$ put $\mathbf r=\boldsymbol\tau_a+\mathbf s$, which gives the factor $e^{-i\mathbf G\cdot\boldsymbol\tau_a}$. The angular integral is $2\pi\int_{-1}^1e^{-iGs\mu}d\mu=4\pi\sin(Gs)/(Gs)$. The radial integral, by parts, is
$$\frac{4\pi}{G}\int_0^Rs\sin(Gs)\,ds=\frac{4\pi}{G}\left[\frac{\sin GR}{G^2}-\frac{R\cos GR}{G}\right]=4\pi R^3\left[\frac{\sin x}{x^3}-\frac{\cos x}{x^2}\right],\quad x=GR,$$
and the bracket is $j_1(x)/x$, since $j_1(x)=\sin x/x^2-\cos x/x$. As $x\to0$, $j_1(x)/x\to1/3$, so $\Theta_0$ is the interstitial volume fraction. For the overlap, $\Theta^2=\Theta$ and the factors $e^{\pm i\mathbf q\cdot\mathbf r}$ cancel, leaving $\Omega^{-1}\int\Theta\,e^{-i(\mathbf G-\mathbf G')\cdot\mathbf r}d^3r$. $\square$

The elements do not depend on $\mathbf q$, but the set of $\mathbf G$ does, and so does $O^{-1}$. The order of indices matters: $\Theta_{\mathbf G'-\mathbf G}$ is the complex conjugate, and an interchange stays hidden when the origin is an inversion centre, where $\Theta_{\mathbf G}$ is real. For $R_a\to0$, $O\to1$.

**Lemma 2.** For finite $N$ the eigenvalues of the block $\Theta_{\mathbf G-\mathbf G'}$ satisfy $0<\lambda<1$ and $\sum\lambda=N\Theta_0$, and $\lambda_{\min}$ cannot grow when $G_{\max}$ grows.

*Proof.* For a vector $c\ne0$ let $F=\sum_{\mathbf G}c_{\mathbf G}e_{\mathbf G}$. Then $c^\dagger c=\int_\Omega|F|^2$ by orthonormality and $c^\dagger Oc=\int_\Omega\Theta|F|^2$, so the Rayleigh quotient is the share of the norm of $F$ in the interstitial. It equals 0 only if the continuous function $F$ vanishes throughout the interstitial, and 1 only if $F$ vanishes throughout the spheres. Either region contains an open ball. Along any straight line $F$ is a finite sum of exponentials of the line parameter, an entire function of it; if it vanishes on a segment, it vanishes on the line. Every point of space lies on a line through the ball, so $F\equiv0$ and $c^\dagger c=0$, a contradiction. The trace follows from the $N$ diagonal elements $\Theta_0$. Finally $\lambda_{\min}$ is the minimum of the quotient, and a larger $G_{\max}$ minimizes over a larger set of $F$. $\square$

*Proof of (a).* Muffin-tin functions in different spheres have disjoint supports, and in one sphere they are orthonormal by the angular and radial integrals. A muffin-tin function and an IPW have disjoint supports. Lemmas 1 and 2 give the remaining block. $O$ is Hermitian and positive definite, so $O^{-1}$ and $O^{\pm1/2}$ exist and are Hermitian. $\square$

**Lemma 3.** For the set of all $\mathbf G$, $\sum_{\mathbf K}\Theta_{\mathbf G-\mathbf K}\Theta_{\mathbf K-\mathbf G'}=\Theta_{\mathbf G-\mathbf G'}$, some infinite series of IPWs with square-summable coefficients, not all zero, sums to zero (although any finite number of IPWs is linearly independent), and $\lambda_{\min}\to0$ as $G_{\max}\to\infty$.

*Proof.* All plane waves together are complete, and $\Theta_{\mathbf G-\mathbf K}=\langle e_{\mathbf G}|\Theta|e_{\mathbf K}\rangle$, so the sum is $\langle e_{\mathbf G}|\Theta^2|e_{\mathbf G'}\rangle$, and $\Theta^2=\Theta$. The infinite matrix obeys $O^2=O$ and has only the eigenvalues 0 and 1. Let $h\neq0$ be a square-integrable function that vanishes outside the spheres, $h=\sum h_{\mathbf G}e_{\mathbf G}$. Then $\sum h_{\mathbf G}M_{\mathbf G}=\Theta h=0$. A dual set would give $h_{\mathbf G}=\langle\tilde M_{\mathbf G}|\Theta h\rangle=0$ for all $\mathbf G$, which is false. The truncated series $h_N$ converges to $h$ in norm, so $\lambda_{\min}\le\|\Theta h_N\|^2/\|h_N\|^2\to0$. $\square$

*Remark (convergence of the sum over $\mathbf K$).* The diagonal element of $O^2=O$ reads $\sum_{\mathbf K}|\Theta_{\mathbf K}|^2=\Theta_0$. This sum converges slowly, with a remainder proportional to the inverse cutoff, as shown here. That is not the rate at which $\lambda_{\min}$ falls, which is much faster in the table below. For large $x$, $j_1(x)\approx-\cos x/x$, so $(j_1/x)^2$ averages to $1/(2x^4)$. In the diamond structure $|1+e^{-i\mathbf K\cdot\boldsymbol\tau_2}|^2=2+2\cos[\pi(h+k+l)/2]$ is 2 for odd triples and alternately 4 and 0 for even ones, on average 2. With $\Omega K^2dK/(2\pi^2)$ lattice points per shell, the part beyond $K_c$ is
$$\frac{16\pi^2R^6}{\Omega^2}\cdot2\cdot\frac{1}{2R^4}\cdot\frac{\Omega}{2\pi^2}\int_{K_c}^\infty\frac{dK}{K^2}=\frac{8R^2}{\Omega K_c}.$$
For $K_c=20$ bohr$^{-1}$ this is $8\times2.25^2/(305.9045\times20)=0.006620$. The explicit sum is $0.681498$, a deficit of $0.006555$ from $\Theta_0$.

*Remark (how many small eigenvalues).* For the finite block, Lemma 3 gives $\sum\lambda(1-\lambda)=\mathrm{tr}(O-O^2)=\sum_{\mathbf G\,\mathrm{in}}\sum_{\mathbf K\,\mathrm{out}}|\Theta_{\mathbf G-\mathbf K}|^2$. A $\mathbf G$ lying deeper than $d$ below the cutoff contributes at most the tail beyond $d$, which is small for large $d$, and the fraction of $\mathbf G$ within $d$ of the cutoff tends to zero. So $\mathrm{tr}(O-O^2)/N\to0$: almost all eigenvalues approach 0 or 1, and since they sum to $N\Theta_0$, a fraction $1-\Theta_0$ approaches 0. Numerical diagonalization for $\mathbf q=(2\pi/a)(\tfrac12,0,0)$, $|\mathbf q|=0.293721$ bohr$^{-1}$, gives:

| $G_{\max}$ (bohr$^{-1}$) | $N$ | $\lambda_{\min}$ | $\lambda<\frac12$ | $N(1-\Theta_0)$ |
|---|---|---|---|---|
| 1.2 | 6 | $4.151\times10^{-1}$ | 2 | 1.9 |
| 2.4 | 76 | $5.092\times10^{-3}$ | 19 | 23.7 |
| 3.6 | 234 | $7.984\times10^{-5}$ | 67 | 73.0 |
| 4.8 | 576 | $4.166\times10^{-7}$ | 175 | 179.7 |

The count falls short of $N(1-\Theta_0)$ by 4.7, 6.0 and 4.7 in the last three rows. The argument above shows that the ratio of the two tends to 1. It bounds their difference only weakly: an eigenvalue contributes $\lambda$ to it if $\lambda<\frac12$ and $-(1-\lambda)$ otherwise, both of modulus at most $2\lambda(1-\lambda)$, so the difference is at most $2\,\mathrm{tr}(O-O^2)$, which is $16.5$, $40.3$ and $80.0$ in these rows. The largest eigenvalues are $0.915688$, $0.999661$, $0.999998$ and, to six digits, $1.000000$. At $G_{\max}=2.4$ bohr$^{-1}$ $=4.5353$ Å$^{-1}$, quadrature shows that the function $F$ of the lowest mode has the share $0.994908=1-0.005092$ of its norm inside the spheres, where $\Theta$ deletes it.

## The dual set and the projector

*Proof of (b).* Any function in $S$ has the form $\tilde M_I=\sum_KM_KX_{KI}$. Then $\langle\tilde M_I|M_J\rangle=\sum_KX_{KI}^*O_{KJ}=(X^\dagger O)_{IJ}$. This is the unit matrix if and only if $X^\dagger=O^{-1}$, and as $O^{-1}$ is Hermitian, $X=O^{-1}$. $\square$

Three consequences follow. The duals overlap as $\langle\tilde M|\tilde M\rangle=X^\dagger OX=O^{-1}$. The relation inverts, $M_I=\sum_J\tilde M_JO_{JI}$. And since $O^{-1}$ is block diagonal, the muffin-tin functions are their own duals, while
$$\tilde M_{\mathbf G}(\mathbf r)=\Theta(\mathbf r)\,\Omega^{-1/2}\sum_{\mathbf G'}e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}\,(O^{-1})_{\mathbf G'\mathbf G}.$$

*Remark.* $(O^{-1})_{\mathbf G'\mathbf G}$ is the inverse of a finite matrix. It is not a Fourier coefficient of $1/\Theta$, which does not exist, and it is in general not a function of $\mathbf G'-\mathbf G$. Uniqueness holds only in $S$: any function orthogonal to $S$ may be added to $\tilde M_I$ without spoiling biorthogonality.

*Proof of (c).* Inserting the definition in the bra gives $\langle\tilde M_I|=\sum_J(O^{-1})_{JI}^*\langle M_J|=\sum_J(O^{-1})_{IJ}\langle M_J|$, which turns the first form into the third. Inserting it in the ket of $\sum_J|\tilde M_J\rangle\langle M_J|$ gives the third form directly. The adjoint of the first form is the second, so $\hat P^\dagger=\hat P$. Biorthogonality gives $\hat P|M_J\rangle=|M_J\rangle$; as $\hat Pf$ always lies in $S$, $\hat P^2=\hat P$. $S$ has finite dimension and the space of Bloch functions does not, so $\hat P\ne1$. $\square$

Completeness in the mixed basis therefore means that $\sum_IM_I(\mathbf r)\tilde M_I^*(\mathbf r')$ acts as a delta function on functions in $S$, and only on these.

**Lemma 4.** For any $f$, with $b_I=\langle M_I|f\rangle$, the coefficients $c_I=\langle\tilde M_I|f\rangle=(O^{-1}b)_I$ give the best approximation in $S$, and $\|f-\hat Pf\|^2=\|f\|^2-b^\dagger O^{-1}b$.

*Proof.* For $s\in S$, $\langle s|(1-\hat P)f\rangle=\langle(1-\hat P)s|f\rangle=0$. Since $\hat Pf-s\in S$, $\|f-s\|^2=\|f-\hat Pf\|^2+\|\hat Pf-s\|^2$, least at $s=\hat Pf$. With $s=0$ and $\|\hat Pf\|^2=c^\dagger Oc=b^\dagger O^{-1}OO^{-1}b$ the formula follows. $\square$

Project $f=M_{220}$ on the two-function set. Lemma 1 gives $b_0=\Theta_{\bar2\bar20}=-0.04532$ and $b_1=\Theta_{\bar1\bar11}=-0.08813\,(1+i)$. With $(1-i)(1+i)=2$,
$$c_0=-1.502680\times0.04532-2\times0.19247\times0.08813=-0.1020,$$
$$c_1=-(0.19247\times0.04532+1.502680\times0.08813)(1+i)=-0.14115\,(1+i),$$
and with more digits $c_0=-0.10202$. Then $b^\dagger c=0.04532\times0.10202+2\times0.08813\times0.14115=0.02950$, and the squared residual is $0.688053-0.02950=0.65855$. Discarding the plane wave outside the cutoff would set $c=0$ and leave $0.688053$. Quadrature of the residual in real space confirms $0.658551$.

*Remark (conditioning).* An error $\delta b$ changes $c$ by up to $|\delta b|/\lambda_{\min}$, but the function only by $(\delta b^\dagger O^{-1}\delta b)^{1/2}\le|\delta b|/\lambda_{\min}^{1/2}$. With $U_{J\nu}$ the eigenvectors of $O$, the component $(U^\dagger b)_\nu$ has modulus at most $\lambda_\nu^{1/2}\|f\|$, so mode $\nu$ is certainly lost in the error once $\lambda_\nu^{1/2}\|f\|$ falls to the size of $(U^\dagger\delta b)_\nu$. An error of $O$ itself as large as $\lambda_\nu$ can also spoil the mode, but need not. When modes are lost, one keeps only the combinations $\sum_JM_JU_{J\nu}\lambda_\nu^{-1/2}$ with $\lambda_\nu$ above a threshold. They are orthonormal and span a subspace of $S$. The value found above is only a floor for the threshold: $(U^\dagger b)_\nu$ can lie far below its bound, and a mode is worth keeping only if $|(U^\dagger b)_\nu|$ exceeds $|(U^\dagger\delta b)_\nu|$, while too high a threshold discards parts of $\hat Pf$ that are still well determined. For $f=M_{840}$, $G_{\max}=4.8$ bohr$^{-1}$ and one draw of random errors of size $10^{-3}$ per mode, $\|\hat Pf\|=0.37$, and the error of the function is $0.62$ at the floor $1.5\times10^{-6}$, $0.13$ at the threshold $10^{-2}$ and $0.17$ at $10^{-1}$.

For a finite cutoff, the mixed product basis has a unique dual set in its span $S$, and the two sets together give the orthogonal projector on $S$ and the best approximation to any function. It remains to show when interstitial products of wave functions lie in $S$, to prove parts (d) and (e) on operator matrices and products, and to apply them to screening and test them in a full basis.

Numbers in the example were calculated in double precision.
